# Why the interfacial heat-flow integral vanishes and where conductance is read

## Definitions and conventions

A classical system is isolated and divided by an interface of area $A$ into sides L and R. Its energy is $H=H_L+H_R+V$, where $V$ is the coupling across the interface. Half of the coupling is assigned to each side:

$$E_L=H_L+\tfrac12V,\qquad E_R=H_R+\tfrac12V,\qquad Q=\frac{dE_L}{dt}.$$

Thus $Q$ is positive when heat flows into L, and $E_L+E_R$ is conserved. Angle brackets denote a stationary average, at fixed total energy unless stated otherwise. With $\delta E_L=E_L-\langle E_L\rangle$, define

$$C_E(\tau)=\langle\delta E_L(\tau)\,\delta E_L(0)\rangle,\qquad C_Q(\tau)=\langle Q(\tau)Q(0)\rangle,\qquad I(\tau)=\int_0^\tau C_Q(t)\,dt .$$

The fluctuations of $E_L$ are finite. The conductance $G$ is defined by the linear law $\langle Q\rangle=-AG(T_L-T_R)$, for sides that are each in internal equilibrium. The Green–Kubo expression is

$$G=\frac{1}{Ak_BT^2}\int_0^{\infty}C_Q(t)\,dt ,$$

and the question is what its upper limit can mean when the system is finite.

## First contribution: the bounded energy

Integrating the flow gives an energy difference:

$$I(\tau)=\Big\langle\int_0^\tau Q(t)\,dt\;Q(0)\Big\rangle=\langle[E_L(\tau)-E_L(0)]\,Q(0)\rangle .$$

The equal-time term vanishes, because $\langle E_LQ\rangle=\tfrac12\,d\langle E_L^2\rangle/dt=0$ in a stationary state. For the same reason $\langle Q\rangle=d\langle E_L\rangle/dt=0$, so the mean of $E_L$ may be subtracted:

$$I(\tau)=\langle\delta E_L(\tau)\,Q(0)\rangle .$$

To turn this into a slope, note that $\langle\delta E_L(t+\tau)\,\delta E_L(t)\rangle$ does not depend on $t$. Its $t$-derivative gives

$$\langle Q(t+\tau)\,\delta E_L(t)\rangle+\langle\delta E_L(t+\tau)\,Q(t)\rangle=0 .$$

The first term is $C_E'(\tau)$ and the second is $I(\tau)$. Therefore

$$\boxed{I(\tau)=-\frac{dC_E}{d\tau}}$$

No assumption about the interface has entered. The running integral measures how fast the system is forgetting the energy of side L at lag $\tau$.

**With mixing.** On a mixing energy shell, averages of products factorise at long times:

$$I(\tau)\to\langle\delta E_L\rangle\langle Q\rangle=0 .$$

Once the energy has been forgotten there is nothing left to forget, and the slope is zero. If the initial states have a canonical spread of total energies, the limit is an average over shells of $\langle E_L\rangle\langle Q\rangle$. It is still zero, since $\langle Q\rangle=0$ on every shell.

**Without mixing.** The integral need not converge, but its time average obeys

$$\frac1t\int_0^tI(\tau)\,d\tau=\frac{C_E(0)-C_E(t)}{t},$$

whose magnitude is at most $2C_E(0)/t$, because $|C_E(t)|\le C_E(0)$. A harmonic chain shows this case. It has four atoms per side, unit masses, unit site and inner springs, and a weak spring of 0.25 between the sides, at temperature 1 with $k_B=1$. Here and in the chains below, the squared terms of the weak spring's energy are counted in $H_L$ and $H_R$, so the coupling is $V=-0.25\,q_aq_b$, where $q_a$ and $q_b$ are the displacements of the two atoms it joins. Summing over its normal modes, the rms value of $I$ between lags 10 000 and 20 000 is 0.94 of its value in the first 1000 time units. The integral does not settle, yet its mean over 20 000 time units is 0.003 of the late rms value.

## Second contribution: energy sharing

The zero says nothing about $G$. The information lies in how $C_E$ decays, which needs two ingredients: the size of the energy fluctuation and its decay rate.

For large sides with entropies $S_L,S_R$, the probability of $E_L$ at fixed total energy is proportional to $\exp[(S_L+S_R)/k_B]$. Since $dS/dE=1/T$, the second derivative is $d^2S/dE^2=-1/(T^2C)$, with $C$ the heat capacity. Expanding about the maximum gives a Gaussian whose inverse variance is the sum of the two curvatures:

$$\frac1{C_E(0)}=\frac1{k_BT^2}\left(\frac1{C_L}+\frac1{C_R}\right),\qquad C_E(0)=k_BT^2\frac{C_LC_R}{C_L+C_R}.$$

An excess $\delta E_L$ raises $T_L$ by $\delta E_L/C_L$ and lowers $T_R$ by $\delta E_L/C_R$. The linear law then gives

$$\langle Q\rangle=-\gamma\,\delta E_L,\qquad \gamma=\frac1{\tau_R}=AG\left(\frac1{C_L}+\frac1{C_R}\right).$$

Now assume that every other memory, such as vibrations at the interface and uneven energy within a side, dies in a time $\tau_c\ll\tau_R$. A spontaneous fluctuation then relaxes on average by the same law as a prepared one, so $C_E\approx C_E(0)e^{-\gamma\tau}$ for $\tau\gg\tau_c$, and

$$I(\tau)\approx\gamma C_E(0)\,e^{-\gamma\tau}=Ak_BT^2G\,e^{-\tau/\tau_R}.$$

The heat capacities have cancelled from the height, but they remain in the lifetime. For $\tau_c\ll\tau\ll\tau_R$ the exponential is close to one, and the Green–Kubo value can be read.

The cancellation at long times is now visible in $C_Q$ itself. Differentiating the last result gives a negative tail,

$$C_Q(\tau)\approx-\gamma^2C_E(0)\,e^{-\gamma\tau}.$$

Heat that entered L has made it slightly warmer, so on average heat later flows back. The area of this tail is $-\gamma C_E(0)$, equal and opposite to the area gathered at short times. The tail is weak but long.

**Limits of size.** If both heat capacities grow while each side stays internally equilibrated, $\gamma\to0$ and the return flow is postponed indefinitely. Taking this limit first and $\tau\to\infty$ second gives $Ak_BT^2G$; the opposite order gives zero. If R alone becomes very large, as when it is held by a heat bath, then $\gamma\to AG/C_L$. The integral still vanishes, because L still has a finite energy to forget. Both sides must be large for the plateau to persist.

## Mixing does not supply the plateau

The separation $\tau_c\ll\tau_R$ is an extra condition. Two model chains with the same weak spring of 0.25 and four atoms per side show the difference.

The first chain is deterministic and chaotic, with site energy $q^4/4$ and energy 1.5 per atom. It was followed in 2400 copies with a symplectic step of 0.1, for 1000 time units after equilibration. Its integral peaks at lag 4.2. The ratio $I/C_E$, which would be constant for a single decay rate, is 0.0136 over lags 15–30 and 0.0089 over lags 30–60, with statistical errors near 0.0002. These values depend on preparation more than on statistics: copies drawn directly from the equilibrium distribution on the energy shell, with a step of 0.05, give 0.0154 and 0.0105, and the ratio goes on falling to about 0.005 beyond lag 200. There is no single rate here and hence no well-defined plateau. Between lags 300 and 400 the integral is still $0.022\pm0.004$ of its peak, small but distinguishable from zero. At lag 350, $C_E$ of the equilibrium-drawn copies still holds about 0.07 of its initial value and is falling at a rate near 0.005; the product of the two accounts for the remainder, which is therefore an unfinished decay. Which internal motion is slow was not determined. Nearby trajectories of this chain separate exponentially, but mixing over the whole energy shell is presumed here, not established.

The second chain is the harmonic one with random collisions added. At unit rate, the momenta of one side receive a new random direction at unchanged kinetic energy. This conserves the energy of each side while destroying its internal memory. The averages of products of coordinates and momenta then obey closed linear equations, which were propagated with a step of 0.05. The ensemble is canonical, so $(E_L-E_R)/2$ replaces $E_L$; its rate of change is also $Q$, and for equal sides it does not share the spread of total energy.

Now $I/C_E=0.00665$ both over lags 20–40 and over lags 40–80. Multiplied by the energy variance 2.005 it gives a height of 0.01333, which is the conductance in these units. When the sides are instead prepared at temperatures 1.2 and 0.8, heat flow divided by temperature difference gives 0.01330 between times 40 and 80. The plateau value and the conductance by definition agree to 0.3%. At these times both follow the same slowest mode of the same linear equations, so the agreement mainly confirms that the energy stored per degree of temperature difference is the heat capacity. The last digit of the height depends on the step (0.01332 as the step goes to zero), and a calculation to lowest order in the weak spring, with the sides decoupled, gives 0.0135.

The integral itself reaches 0.985 of the height at lag 3.2, then falls to 0.72 at lag 50, 0.27 at lag 200 and 0.04 at lag 500. At lag 2000 a remainder of 0.0008 is left, mostly a sampling offset: the offset measured at lag 200 is 0.0029 for a step of 0.1 and 0.0007 for 0.05. With the spring, temperature and collision rate held fixed, doubling the atoms per side lengthens the lifetime from 150 to 304 and changes the height by 1%.

## Third contribution: short memory

A finite $\tau_c$ changes the top of the plateau. A memory that oscillates as it decays can raise it, while a simple exponential memory lowers it. To find by how much, let the decay rate depend on the recent past:

$$C_E'(t)=-\int_0^tM(t-s)\,C_E(s)\,ds .$$

Let a hat denote the Laplace transform. The equation becomes $z\hat C_E-C_E(0)=-\hat M\hat C_E$, so $\hat C_E=C_E(0)/(z+\hat M)$. Since $C_Q=I'=-C_E''$ and $C_E'(0)=-I(0)=0$,

$$\hat C_Q=zC_E(0)-z^2\hat C_E=C_E(0)\frac{z\hat M}{z+\hat M}.$$

At $z=0$ this vanishes if $\hat M(0)$ is finite and non-zero. The rate is not lost, however. Solving for the kernel gives

$$\hat M(z)=\frac{z\hat C_Q(z)}{zC_E(0)-\hat C_Q(z)},$$

whose limit as $z\to0$ is the area of $M$. For short memory this equals the late decay rate, up to a relative correction of order $\tau_c/\tau_R$. The flow integral vanishes; the memory integral does not.

Take the simplest kernel, $M(t)=(\gamma/\tau_c)e^{-t/\tau_c}$, whose area is $\gamma$. Differentiating the memory equation and using $M'=-M/\tau_c$ gives

$$C_E''=-\frac{\gamma}{\tau_c}C_E+\frac1{\tau_c}\int_0^tM(t-s)C_E(s)\,ds=-\frac{\gamma}{\tau_c}C_E-\frac1{\tau_c}C_E' .$$

A trial solution $e^{-st}$ requires $\tau_cs^2-s+\gamma=0$. With $\varepsilon=\gamma\tau_c<\tfrac14$,

$$s_{1,2}=\frac{1\mp\sqrt{1-4\varepsilon}}{2\tau_c}.$$

The conditions $C_E'(0)=0$ and given $C_E(0)$ fix

$$C_E(t)=C_E(0)\frac{s_2e^{-s_1t}-s_1e^{-s_2t}}{s_2-s_1}.$$

Taking minus the derivative and using $s_1s_2=\gamma/\tau_c$,

$$I(t)=\gamma C_E(0)\,\frac{e^{-s_1t}-e^{-s_2t}}{\tau_c(s_2-s_1)} .$$

At the maximum $s_1e^{-s_1t_*}=s_2e^{-s_2t_*}$, so

$$t_*=\frac{\ln(s_2/s_1)}{s_2-s_1},\qquad \frac{I(t_*)}{\gamma C_E(0)}=\frac{e^{-s_1t_*}}{\tau_cs_2}.$$

The second expression follows by replacing $e^{-s_2t_*}$ with $(s_1/s_2)e^{-s_1t_*}$. For small $\varepsilon$, $\tau_cs_1\approx\varepsilon$, $\tau_cs_2\approx1-\varepsilon$ and $s_1t_*\approx\varepsilon\ln(1/\varepsilon)$. The peak ratio is therefore

$$\frac{I(t_*)}{\gamma C_E(0)}\approx1-\varepsilon\ln\frac1\varepsilon+\varepsilon .$$

The logarithm is the price of waiting several memory times while the energy is already being shared. Dividing by the surviving correlation avoids it. Once $e^{-s_2t}$ has died, both $I$ and $C_E$ decay as $e^{-s_1t}$, and

$$\frac{I}{C_E}\to s_1\approx\gamma(1+\varepsilon).$$

So the intermediate plateau of $I$ is one way to read $G$, not the sole one. The ratio, which becomes a conductance when multiplied by $C_E(0)/(Ak_BT^2)$, uses the same data and stays flat, until statistical noise in the small remaining $C_E$ takes over.

## Fourth contribution: resistance inside the sides

If a side conducts poorly, its surface and mean temperatures differ. Consider a slab of thickness $h$ and conductivity $\kappa$ that warms uniformly and slowly. A flux density $j$ enters at $x=0$ and none leaves at $x=h$, so the local flux is $j(1-x/h)$. Integrating $\kappa\,dT/dx=-j(1-x/h)$,

$$T(0)-T(x)=\frac j\kappa\left(x-\frac{x^2}{2h}\right).$$

The average over the slab is $(j/\kappa)(h/2-h/6)=jh/(3\kappa)$. Both slabs contribute, and the late decay sees

$$\frac1{G_{\rm seen}}=\frac1G+\frac{h_L+h_R}{3\kappa},$$

valid when the second term is much smaller than the first. Thicker slabs therefore do not help without limit: $\tau_R$ grows as $h$, but diffusion across a slab takes a time growing as $h^2$.

## Weighing the contributions: two silicon slabs

Consider a classical simulation of silicon slabs 10 and 20 nm thick, with a cross-section of 25 nm², touching through a weak van der Waals contact at 300 K. The rough inputs are $G=30$ MW/m²K, slab conductivity 5 W/mK, sound speed 8.4 km/s and lattice constant 0.543 nm. With eight atoms per cubic cell the slabs hold 12 492 and 24 984 atoms. The classical heat capacity, $3k_B$ per atom, is $c=2.07$ MJ/m³K.

**Energy sharing.** Since $C=cAh$, the area cancels from the lifetime:

$$\tau_R=\frac{c}{G(1/h_L+1/h_R)}=\frac{2.07\times10^6}{(3.0\times10^7)(1.5\times10^8)}\ \text{s}=460\ \text{ps}.$$

The energy of L fluctuates by $k_BT\sqrt{3N_LN_R/(N_L+N_R)}=4.09$ eV rms. The ideal plateau is $4.09^2/460=0.036$ eV²/ps. The accompanying temperature difference is 1.9 K rms, 0.6% of $T$, which supports the use of a linear law.

**Short memory.** Take $\tau_c$ as the acoustic round trip in the thicker slab, $40\ \text{nm}/(8.4\ \text{km/s})=4.8$ ps. Both this time and the exponential form of the memory are assumptions, not computed properties of the contact; a real contact can overshoot at early times, so the readings below illustrate the size of the effect. Then $\varepsilon=4.76/460=0.0104$, and the peak ratio is $1-0.0473+0.0104=0.963$. With this memory alone, for perfectly conducting slabs, the best reading is 28.9 MW/m²K, at a cut-off of 22 ps. The formula for $I(t)$ gives these readings:

| Cut-off (ps) | Conductance read (MW/m²K) |
|---:|---:|
| 2 | 10.3 |
| 10 | 26.1 |
| 100 | 24.6 |
| 500 | 10.2 |
| 1000 | 3.4 |
| 3000 | 0.04 |

The "plateau" is a rounded maximum. Stopping at 100 ps already loses 18% of the true 30 MW/m²K, and a cut-off of 3 ns would suggest an almost insulating contact. The ratio $I/C_E$ gives 30.3 MW/m²K, 1% high, again for perfectly conducting slabs.

**Slab resistance.** The interface contributes $1/G=33.3$ m²K/GW and the slabs $30\ \text{nm}/(3\times5\ \text{W/mK})=2.0$ m²K/GW. Together they give 28.3 MW/m²K, 6% below $G$. The slowest mode of the heat equation, discretised in 0.1 nm cells, gives the same value to the digits quoted.

This correction also limits the previous one. The slowest uneven temperature profile in an insulated slab, $\cos(\pi x/h)$, decays in $ch^2/(\pi^2\kappa)$, about 17 ps for the thicker slab. That exceeds the assumed 4.8 ps and is close to the best cut-off. At 22 ps about nine tenths of the slab resistance has developed, so both reductions act on the reading. Letting the exponential memory act on the difference of surface temperatures of two diffusive slabs gives a best reading of 27.7 MW/m²K at 20 ps, 8% low, a little less than the 4% and 6% combined. The ratio $I/C_E$ then settles at 28.5 MW/m²K, 5% low: it removes the loss from energy sharing but not the slab resistance.

**Beside the real case.** Tens of MW/m²K is a plausible order for a weak contact; well-bonded solids can reach hundreds. At 300 MW/m²K with the same slabs, $\tau_R$ would be 46 ps, $\varepsilon$ about 0.10, and the slab resistance 60% of the interface resistance, so no clean window would remain. The slab conductivity is a rough size-reduced value, and diffusion is itself a rough description at 10–20 nm. Real silicon at 300 K is not fully classical: a Debye model with a temperature of 645 K gives 0.80 of the classical heat capacity. At unchanged $G$ this shortens $\tau_R$ to about 370 ps and leaves the ideal plateau height unaffected, while the larger $\varepsilon$ lowers the best reading with memory alone from 28.9 to 28.7 MW/m²K; any quantum change of $G$ itself is outside this estimate. Real slabs are also not isolated. If the thicker one is held at fixed temperature, the lifetime becomes $ch_L/G=690$ ps, and the infinite-time integral is still zero.
